**Spreading of a kicked density matrix in a gapped chain**

In a half-filled chain of independent electrons with hopping −h, on-site energies −D(−1)^j (gap 2D), spacing a and a fixed Hamiltonian, the ground-state density matrix P0 decays as exp(−qj) with sinh q = D/2h, yet the change dP(t) after the kick exp(−iκ|0⟩⟨0|) spreads at vmax = a(W − D)/ħ, W = √(D² + 4h²). The squared Frobenius norm F2 = 8 sin²(κ/2) p(1 − p), with p the diagonal element of P0 at the kicked site, is conserved, so the count above a fixed threshold τ is at most F2/τ², while the count needed for a fixed fraction of F2 grows as t². The program propagates an 800-site chain by full diagonalization and asserts the band-derivative formulas against finite differences, the values of q and p, the rank-two form of dP, the k-integrals for its valence and conduction vectors chi and psi, the value of F2, the Airy position of the front, the stationary-phase envelope, the arcsine weight distribution and the exponential bound outside the cone. It also asserts near-quadratic growth of the 99 % count, the fall of the count at τ = 5·10⁻⁴, the gap dependence of the spreading speed, and a front at 2·vmax·t for a uniform dipole kick. For h = 1 eV, D = 1.5 eV, a = 2 Å and κ = 0.1 the output gives vmax = 3.04 Å/fs (0.139 a.u.), and the elements holding 99 % of F2 rise from 6386 at 25 fs to 318832 at 200 fs. Over the same times the count above 5·10⁻⁴ falls from 2512 to 0 while the discarded fraction of F2 rises from 0.211 to 1.000.

## Program and output

```python
# Result under test: in a gapped chain (hopping -h, on-site -D*(-1)^j, gap 2D, spacing a,
# half filled, fixed H) a local kick K = exp(-i kappa |0><0|) gives dP(t) = U K P0 K^+ U^+ - P0
# that spreads at vmax = a (W - D)/hbar, W = sqrt(D^2 + 4 h^2), although P0 decays as
# exp(-q j), sinh q = D/2h. ||dP||_F^2 = F2 = 8 sin^2(kappa/2) p (1-p), p = P0[0,0], is conserved.
# Elements for fixed relative accuracy grow as t^2; the count above a fixed tau is <= F2/tau^2.
# phi = U|0>, chi = P0 phi (valence part), psi = phi - chi (conduction part).
# Internal units: energy eV, length sites, time hbar/eV.
import numpy as np
from scipy import constants as sc
from scipy.linalg import eigh_tridiagonal
from scipy.special import ellipk, ai_zeros
from scipy.ndimage import gaussian_filter1d

h, D, a, kappa, N = 1.0, 1.5, 2.0, 0.1, 800
hbar = sc.hbar / sc.e * 1e15
c = N // 2
j = np.arange(N) - c
W = np.sqrt(D**2 + 4*h**2)
vmax, q = W - D, np.arcsinh(D / (2*h))
airy = -ai_zeros(1)[1][0]

def chain(delta):
    return eigh_tridiagonal(-delta * (-1.0)**j, -h * np.ones(N - 1))
def rotate(L, M):
    return L @ M.real @ L.T + 1j * (L @ M.imag @ L.T)
def front(weight):
    s = gaussian_filter1d(weight, 3.0)   # removes sublattice and interference ripples
    return j[c + 1 + np.argmax(s[c + 1:])]

print(f"h = {h} eV, D = {D} eV, gap = {2*D} eV, a = {a} angstrom")
print(f"kappa = {kappa} rad, N = {N} sites, hbar = {hbar:.5f} eV fs")

# band derivatives by finite differences of the diagonalised Bloch matrix
kg = np.linspace(0, np.pi, 4001)
Hk = np.zeros((kg.size, 2, 2))
Hk[:, 0, 0], Hk[:, 1, 1] = -D, D
Hk[:, 0, 1] = Hk[:, 1, 0] = -2*h*np.cos(kg)
Eb = np.linalg.eigvalsh(Hk)[:, 1]
d1 = np.gradient(Eb, kg); d2 = np.gradient(d1, kg); d3 = np.gradient(d2, kg)
im = np.argmax(d1)
assert abs(d1[im] - vmax) < 1e-5 and abs(Eb[im]**2 - W*D) < 5e-3
assert np.max(abs(d2 - (W**2*D**2/Eb**3 - Eb))[5:-5]) < 1e-4
assert abs(d3[im] + 4*vmax) < 2e-2
assert abs(np.mean(abs(d1) < 0.5*vmax) - 2/np.pi*np.arcsin(0.5)) < 2e-3
vA = vmax * a / hbar
vau = vA * 1e5 / sc.physical_constants['atomic unit of velocity'][0]
print(f"W = {W:.4f} eV, energy of fastest state = {np.sqrt(W*D):.4f} eV")
print(f"vmax = {vA:.4f} angstrom/fs = {vau:.4f} a.u.; finite diff {d1[im]*a/hbar:.4f} angstrom/fs")
print(f"Airy peak constant = {airy:.4f}")

# ground state
E, V = chain(D)
occ = E < 0
P0 = V[:, occ] @ V[:, occ].T
p = P0[c, c]
assert abs(p - 0.5*(1 + 2*D/(np.pi*W)*ellipk(4*h*h/W**2))) < 1e-10
qn = 0.5*np.log(abs(P0[c, c+25])*np.sqrt(25) / (abs(P0[c, c+27])*np.sqrt(27)))
assert abs(qn - q) < 1e-2
print(f"q = {q/a:.4f} 1/angstrom (from P0: {qn/a:.4f}), decay length {a/q:.3f} angstrom")
tlo, thi = 1e-6, 5e-4
rng = np.max(abs(j[abs(P0[c]) > tlo]))
print(f"p = {p:.5f}; range of P0 above {tlo:g}: {rng*a:.0f} angstrom")
print(f"elements of P0 above {tlo:g}: {np.sum(abs(P0) > tlo)} ({np.sum(abs(P0[c]) > tlo)} per row)")

# propagation from the definition
K = np.ones(N, complex); K[c] = np.exp(-1j*kappa)
M = rotate(V.T, K[:, None] * P0 * K.conj()[None, :])
al = np.exp(-1j*kappa) - 1
F2 = 8*np.sin(kappa/2)**2 * p*(1 - p)
print(f"F2 = {F2:.5e}; count bound F2/tau^2 at tau={thi:g}: {F2/thi**2:.0f}")
nk = 2048
k = 2*np.pi*np.arange(nk)/nk
ek = -2*h*np.cos(k); Ek = np.sqrt(D*D + ek*ek)
res = {}
for tf in (25, 50, 100, 200):
    t = tf / hbar
    ph = np.exp(-1j*E*t)
    P = rotate(V, ph[:, None] * M * ph.conj()[None, :])
    dP = P - P0
    phi = V @ (ph * V[c]); chi = P0 @ phi; psi = phi - chi
    low = (al*np.outer(phi, chi.conj()) + np.conj(al)*np.outer(chi, phi.conj())
           + abs(al)**2 * p * np.outer(phi, phi.conj()))
    assert np.max(abs(dP - low)) < 1e-11
    assert np.max(abs(chi - np.fft.ifft(0.5*(1-(ek-D)/Ek)*np.exp(1j*Ek*t))[j % nk])) < 1e-9
    assert np.max(abs(psi - np.fft.ifft(0.5*(1+(ek-D)/Ek)*np.exp(-1j*Ek*t))[j % nk])) < 1e-9
    w = abs(dP)**2
    assert abs(w.sum()/F2 - 1) < 1e-9
    n99 = np.searchsorted(np.cumsum(np.sort(w.ravel())[::-1]), 0.99*F2) + 1
    nlo, nhi = np.sum(w > tlo**2), np.sum(w > thi**2)
    lost = w[w <= thi**2].sum() / F2
    ins = abs(j) < 0.8*vmax*t
    mx = np.sqrt(w[np.ix_(ins, ins)].max())
    fr, frp = front(w.sum(1)), vmax*t - airy*(2*vmax*t)**(1/3)
    assert abs(fr - frp) < 4 and nhi <= F2/thi**2
    res[tf] = (n99, nlo, nhi, lost, mx)
    print(f"t={tf} fs: vmax t {vmax*t*a:.1f}, peak {fr*a:.0f}, Airy {frp*a:.1f} angstrom")
    print(f"  dP>{tlo:g}: {nlo}; P>{tlo:g}: {np.sum(abs(P) > tlo)}; (2vt/a)^2 = {(2*vmax*t)**2:.0f}")
    print(f"  N(99% of F2): {n99}; ratio to (2vt/a)^2: {n99/(2*vmax*t)**2:.3f}")
    print(f"  dP>{thi:g}: {nhi}; lost weight {lost:.3f}; interior max|dP| {mx:.3e}")
r99 = res[200][0] / res[100][0]
slope = (np.sqrt(res[200][1]) - np.sqrt(res[100][1])) / (100/hbar) / 2
assert abs(r99/4 - 1) < 0.1 and abs(slope/vmax - 1) < 0.05
assert res[200][2] < max(res[x][2] for x in (25, 50, 100))
assert res[25][3] < res[50][3] < res[100][3] < res[200][3] and res[200][3] > 0.5
assert abs(2*res[200][4]/res[100][4] - 1) < 0.3
print(f"N99(200 fs)/N99(100 fs) = {r99:.3f}")
print(f"speed from sqrt(count above {tlo:g}) = {slope*a/hbar:.3f} angstrom/fs")
print(f"rank-two storage inside cone at 200 fs: {2*int(2*vmax*t)} complex numbers")

# phi, chi, psi, t now belong to the last time: stationary-phase envelope inside the cone
ji = j[ins]; b = W*W + D*D - (ji/t)**2
for name, vec, s in (("chi", chi, 1), ("psi", psi, -1)):
    env = np.zeros(ji.size)
    for sg in (1, -1):
        Es = np.sqrt(0.5*(b + sg*np.sqrt(b*b - 4*W*W*D*D)))
        amp = np.where(ji % 2 == 0, 1 + s*D/Es, np.sqrt(np.maximum(Es**2 - D*D, 0))/Es)
        env += amp / np.sqrt(2*np.pi*t*abs(W*W*D*D/Es**3 - Es))
    ratio = np.max(abs(vec[ins]) / env)
    assert 0.9 < ratio < 1.05
    print(f"max |{name}|/envelope for |j|<0.8vt at 200 fs = {ratio:.3f}")
for xi, tol in ((0.5, 0.01), (0.9, 0.02)):
    wt = np.sum(abs(phi[abs(j) < xi*vmax*t])**2)
    assert abs(wt - 2/np.pi*np.arcsin(xi)) < tol
    print(f"weight of phi in |j|<{xi}vt: {wt:.4f}, arcsine {2/np.pi*np.arcsin(xi):.4f}")

# exponential bound outside the cone
def shifted(mu):
    ez = -2*h*np.cos(k + 1j*mu); Ez = np.sqrt(D*D + ez*ez)
    return np.max(abs(Ez.imag)), np.max(abs(1-(ez-D)/Ez))/2, np.max(abs(1+(ez-D)/Ez))/2
assert abs(shifted(0.01)[0]/0.01 - vmax) < 1e-3
mu = 0.3
g, Cv, Cc = shifted(mu)
for vec, C in ((chi, Cv), (psi, Cc)):
    assert np.all(abs(vec) <= C*np.exp(-mu*abs(j) + g*t) + 1e-13)
    assert np.any(abs(vec) > C*np.exp(-mu*abs(j) + 0.9*g*t) + 1e-13)  # slower cone fails
jo = int(round(1.2*vmax*t))
print(f"mu = {mu/a:.3f} 1/angstrom, g = {g:.4f} eV, C_chi = {Cv:.3f}, C_psi = {Cc:.3f}")
print(f"at {jo*a:.0f} angstrom: |chi| = {abs(chi[c+jo]):.2e}, bound {Cv*np.exp(-mu*jo+g*t):.2e}")

# spreading speed against the gap
for delta in (0.5, 1.5, 4.0):
    e2, v2 = chain(delta)
    vm = np.sqrt(delta**2 + 4*h*h) - delta
    tt = 300 / vm
    f = v2 @ (np.exp(-1j*e2*tt) * v2[c])
    vnum = np.sqrt(2*np.sum(j**2 * abs(f)**2)) / tt
    assert abs(vnum/vm - 1) < 1e-3
    print(f"gap {2*delta:.0f} eV: sqrt(2<x^2>)/t = {vnum*a/hbar:.4f}, vmax = {vm*a/hbar:.4f} angstrom/fs")

# uniform kick exp(-i ku x): central column of U K P0 K^+ U^+ - P0
ku = 0.01
Ku = np.exp(-1j*ku*j)
print(f"uniform kick strength = {ku/a:.4f} 1/angstrom")
for tf in (50, 100):
    t = tf / hbar
    ph = np.exp(-1j*E*t)
    y = Ku * (P0 @ (Ku.conj() * (V @ (ph.conj() * V[c]))))
    col = V @ (ph * (V.T @ y)) - P0[:, c]
    fr, frp = front(abs(col)**2), 2*vmax*t - airy*(4*vmax*t)**(1/3)
    assert abs(fr - frp) < 4
    print(f"uniform, {tf} fs: 2vt {2*vmax*t*a:.1f}, peak {fr*a:.0f}, Airy {frp*a:.1f} angstrom")
    print(f"  elements of P per row above {tlo:g}: {np.sum(abs(col + P0[:, c]) > tlo)}")
print("success")
```

Output:

```
h = 1.0 eV, D = 1.5 eV, gap = 3.0 eV, a = 2.0 angstrom
kappa = 0.1 rad, N = 800 sites, hbar = 0.65821 eV fs
W = 2.5000 eV, energy of fastest state = 1.9365 eV
vmax = 3.0385 angstrom/fs = 0.1389 a.u.; finite diff 3.0385 angstrom/fs
Airy peak constant = 1.0188
q = 0.3466 1/angstrom (from P0: 0.3470), decay length 2.885 angstrom
p = 0.88107; range of P0 above 1e-06: 32 angstrom
elements of P0 above 1e-06: 26128 (33 per row)
F2 = 2.09389e-03; count bound F2/tau^2 at tau=0.0005: 8376
t=25 fs: vmax t 76.0, peak 68, Airy 67.3 angstrom
  dP>1e-06: 11973; P>1e-06: 34914; (2vt/a)^2 = 5770
  N(99% of F2): 6386; ratio to (2vt/a)^2: 1.107
  dP>0.0005: 2512; lost weight 0.211; interior max|dP| 1.106e-03
t=50 fs: vmax t 151.9, peak 142, Airy 141.1 angstrom
  dP>1e-06: 36637; P>1e-06: 56938; (2vt/a)^2 = 23082
  N(99% of F2): 22795; ratio to (2vt/a)^2: 0.988
  dP>0.0005: 1716; lost weight 0.651; interior max|dP| 6.900e-04
t=100 fs: vmax t 303.9, peak 292, Airy 290.2 angstrom
  dP>1e-06: 122413; P>1e-06: 137552; (2vt/a)^2 = 92327
  N(99% of F2): 83370; ratio to (2vt/a)^2: 0.903
  dP>0.0005: 288; lost weight 0.952; interior max|dP| 3.883e-04
t=200 fs: vmax t 607.7, peak 592, Airy 590.4 angstrom
  dP>1e-06: 436117; P>1e-06: 441084; (2vt/a)^2 = 369308
  N(99% of F2): 318832; ratio to (2vt/a)^2: 0.863
  dP>0.0005: 0; lost weight 1.000; interior max|dP| 1.954e-04
N99(200 fs)/N99(100 fs) = 3.824
speed from sqrt(count above 1e-06) = 3.105 angstrom/fs
rank-two storage inside cone at 200 fs: 1214 complex numbers
max |chi|/envelope for |j|<0.8vt at 200 fs = 1.000
max |psi|/envelope for |j|<0.8vt at 200 fs = 1.002
weight of phi in |j|<0.5vt: 0.3304, arcsine 0.3333
weight of phi in |j|<0.9vt: 0.7014, arcsine 0.7129
mu = 0.150 1/angstrom, g = 0.3183 eV, C_chi = 1.220, C_psi = 0.615
at 730 angstrom: |chi| = 3.79e-08, bound 3.45e-06
gap 1 eV: sqrt(2<x^2>)/t = 4.7449, vmax = 4.7448 angstrom/fs
gap 3 eV: sqrt(2<x^2>)/t = 3.0385, vmax = 3.0385 angstrom/fs
gap 8 eV: sqrt(2<x^2>)/t = 1.4346, vmax = 1.4346 angstrom/fs
uniform kick strength = 0.0050 1/angstrom
uniform, 50 fs: 2vt 303.9, peak 290, Airy 290.2 angstrom
  elements of P per row above 1e-06: 353
uniform, 100 fs: 2vt 607.7, peak 592, Airy 590.4 angstrom
  elements of P per row above 1e-06: 663
success
```
